# Why a Midgap Defect Can Be a Slow Recombination Centre

Suppose that a defect captures an electron and no atom around it wants to move. Describe the lattice by one harmonic mode at zero temperature. Before capture the mode is in its ground state, and the electronic energy released, $\Delta E=k\hbar\omega$, must end up as $k$ vibrational quanta. If the mode has the same equilibrium position and frequency in both charge states, its ground state is orthogonal to its $k$-quantum state. With an electronic coupling independent of the mode coordinate, the capture rate is then zero for every $k\geq1$. A level in the middle of the gap gains nothing from its position.

Now let the equilibrium position shift. Let $a$ be the lowering operator of the mode before capture and $b=a-g$ that after capture, with $g>0$ proportional to the size of the shift. The initial ground state obeys $a|0\rangle=0$, hence $b|0\rangle=-g|0\rangle$. Expand it in the final states, $|0\rangle=\sum_l c_l|l'\rangle$. Since $b|l'\rangle=\sqrt l\,|(l-1)'\rangle$, comparing coefficients gives

$$\sqrt{l+1}\,c_{l+1}=-g\,c_l,\qquad c_l=\frac{(-g)^l}{\sqrt{l!}}\,c_0 .$$

Normalization requires $c_0^2e^{g^2}=1$. With the Huang-Rhys factor $S=g^2$,

$$|c_k|^2=e^{-S}\frac{S^k}{k!}.$$

This is a Poisson distribution with mean $S$. For $S=0.5$ the probability of twelve or more quanta is $3.2\times10^{-13}$. A small displacement permits capture, but barely.

## The belief and its appeal

The belief is that the most dangerous recombination centre is the one nearest midgap. It rests on a sound argument about occupation. Let $n$ and $p$ be the electron and hole densities, $C_n$ and $C_p$ the capture coefficients, $N_t$ the defect density and $f$ the filled fraction. In equilibrium, electron capture and emission balance. With unit degeneracy factors and nondegenerate carriers this fixes the emission rate of a filled defect as $C_nn_1$, where

$$n_1=n\,\frac{1-f}{f}=N_b\,e^{-(E_c-E_t)/k_BT}.$$

Here $E_t$ is the level, $E_c$ the conduction edge and $N_b$ the effective band density, taken equal for both bands. Likewise $p_1=N_be^{-(E_t-E_v)/k_BT}$, with $E_v$ the valence edge, so $n_1p_1=n_i^2$, the square of the intrinsic density. In steady state the net capture rates of electrons and holes are equal:

$$C_n[n(1-f)-n_1f]=C_p[pf-p_1(1-f)].$$

Solving for $f$,

$$f=\frac{C_nn+C_pp_1}{D},\qquad D=C_n(n+n_1)+C_p(p+p_1).$$

Insert this into the left side. The terms $C_n^2nn_1$ cancel, and the net rate per volume is

$$U=N_t\frac{C_nC_p(np-n_i^2)}{D}
=\frac{N_t(np-n_i^2)}{(n+n_1)/C_p+(p+p_1)/C_n}.$$

If $C_n=C_p$ is the same constant for every level, the level enters through $n_1+p_1$ alone. Their product is fixed, so their sum is smallest when they are equal, which is at midgap.

The argument shows that shallow levels re-emit their carriers. When the carrier densities far exceed $n_1$ and $p_1$, it says little about levels well inside the gap. Take a gap of $1.2$ eV, $T=300$ K, $N_b=10^{19}\ \mathrm{cm^{-3}}$ and $n=p=10^{17}\ \mathrm{cm^{-3}}$. With constant, equal capture coefficients, the midgap lifetime is shorter than that of a level $0.40$ eV below the conduction band by about one part in $10^5$. Any variation of the capture coefficients larger than this can decide the matter.

## The capture coefficient

Let $Q$ be a mass-weighted coordinate and $\Delta Q$ its shift on capture. From $Q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)$ and $b=a-g$ follows $\Delta Q=2g\sqrt{\hbar/2\omega}$, so

$$S=\frac{\omega\,\Delta Q^2}{2\hbar},\qquad \lambda=\tfrac12\omega^2\Delta Q^2=S\hbar\omega .$$

The relaxation energy is $\lambda$. Electron and hole capture connect the same two geometries in opposite directions. With equal frequencies they share one $S$. They release

$$k_n\hbar\omega=E_c-E_t,\qquad k_p\hbar\omega=E_t-E_v,\qquad k_n+k_p=K=\frac{E_g}{\hbar\omega},$$

where $E_g$ is the gap and the energies are those between vibrational ground states. Carrier kinetic energy is neglected.

At temperature $T$ the mode starts in state $m$ with thermal probability $w_m$. We need the probability $W_k$ that the number of quanta rises by $k$. Its generating function is

$$\chi(\theta)=\sum_kW_ke^{ik\theta}
=\left\langle e^{-i\theta a^\dagger a}e^{i\theta b^\dagger b}\right\rangle .$$

Write $b=\mathcal D a\mathcal D^\dagger$ with $\mathcal D=e^{g(a^\dagger-a)}$. Then $e^{i\theta b^\dagger b}=\mathcal D e^{i\theta a^\dagger a}\mathcal D^\dagger$. Because $e^{-i\theta a^\dagger a}\,a\,e^{i\theta a^\dagger a}=ae^{i\theta}$, the average becomes

$$\chi(\theta)=\left\langle e^{A}e^{B}\right\rangle,\quad
A=g(a^\dagger e^{-i\theta}-ae^{i\theta}),\quad B=-g(a^\dagger-a).$$

The commutator $[A,B]=2iS\sin\theta$ is a number, so $e^Ae^B=e^{A+B}e^{iS\sin\theta}$. The sum $A+B$ equals $\alpha a^\dagger-\alpha^*a$ with $\alpha=g(e^{-i\theta}-1)$. This is $i$ times a Hermitian linear combination of $a$ and $a^\dagger$, which has a Gaussian distribution in a thermal oscillator, with variance $|\alpha|^2(2N+1)$. Here $N=1/(e^{\hbar\omega/k_BT}-1)$. With $|\alpha|^2=2S(1-\cos\theta)$,

$$\begin{aligned}
\chi(\theta)&=\exp[iS\sin\theta-S(2N+1)(1-\cos\theta)]\\
&=\exp[S(N+1)(e^{i\theta}-1)+SN(e^{-i\theta}-1)].
\end{aligned}$$

This describes the difference of two independent Poisson numbers: quanta emitted, with mean $S(N+1)$, and quanta absorbed, with mean $SN$. Summing over the number $j$ absorbed gives, for $k\geq0$,

$$\begin{aligned}
W_k&=e^{-S(2N+1)}\sum_{j=0}^{\infty}\frac{[S(N+1)]^{k+j}(SN)^j}{(k+j)!\,j!}\\
&=e^{-S(2N+1)}\left(\frac{N+1}{N}\right)^{k/2}I_k(z),
\end{aligned}$$

with $z=2S\sqrt{N(N+1)}$ and $I_k(z)=\sum_j(z/2)^{k+2j}/[j!(k+j)!]$, the modified Bessel function.

For weak electronic coupling $V$, the golden rule gives the rate as $2\pi V^2/\hbar$ times the density of final states weighted by the overlaps. One undamped mode gives a comb of energies with spacing $\hbar\omega$. I replace it by its average density, $W_k/\hbar\omega$, on the assumption that other degrees of freedom broaden the comb. This neglects the weight that broadening carries from lower lines to higher energies, which can speed up capture considerably where $W_k$ falls steeply with $k$. One carrier in a volume $\Omega$ has density $1/\Omega$, so the capture coefficient is

$$C=\frac{2\pi}{\hbar}\,\frac{V^2\Omega}{\hbar\omega}\,W_k .$$

The product $V^2\Omega$ is independent of the normalization volume, because $V^2$ for an extended carrier falls as $1/\Omega$.

## What a small displacement does

For small $S$ the term $j=0$ dominates:

$$W_k\simeq e^{-S(2N+1)}\frac{[S(N+1)]^k}{k!}.$$

The next term is smaller by the factor $S^2N(N+1)/(k+1)$. At midgap both carriers must release $K/2$ quanta, so both coefficients vanish as $S^{K/2}$. Neither capture can make up for the other.

Now compare two defects with round model parameters: $\hbar\omega=0.05$ eV, $K=24$, and $V=0.05$ eV in $\Omega=1\ \mathrm{nm^3}$ for every capture. At 300 K, $k_BT=0.02585$ eV and $N=0.169$. The factor multiplying $W_k$ is $4.77\times10^{-7}\ \mathrm{cm^3/s}$.

Defect A lies at midgap and has $S=0.5$, or $\Delta Q=0.29\ \mathrm{amu^{1/2}\,\mathring{A}}$. Both captures release 12 quanta, with $W_{12}=1.71\times10^{-12}$, so

$$C_n=C_p=(4.773\times10^{-7})(1.707\times10^{-12})
=8.1\times10^{-19}\ \mathrm{cm^3/s}.$$

Defect B lies $0.40$ eV below the conduction band and has $S=5$, or $\Delta Q=0.91\ \mathrm{amu^{1/2}\,\mathring{A}}$. Its electron capture releases 8 quanta and its hole capture 16. The weights $7.17\times10^{-2}$ and $1.47\times10^{-4}$ give $C_n=3.4\times10^{-8}$ and $C_p=7.0\times10^{-11}\ \mathrm{cm^3/s}$.

At high injection, $n=p$ is far above $n_i$, $n_1$ and $p_1$. The lifetime $\tau=n/U$ is then

$$\tau=\frac1{N_t}\left(\frac1{C_n}+\frac1{C_p}\right).$$

For $N_t=10^{15}\ \mathrm{cm^{-3}}$,

$$\tau_A=\frac{2}{10^{15}\times8.145\times10^{-19}}\ \mathrm s
\simeq2.5\times10^3\ \mathrm s,$$

$$\tau_B=\frac{2.9\times10^7+1.424\times10^{10}}{10^{15}}\ \mathrm s
\simeq1.4\times10^{-5}\ \mathrm s .$$

These times count capture at the defect alone, without radiative or Auger recombination. The midgap defect is slower by a factor $1.7\times10^8$. Defect B is limited by its hole capture, which is still far faster than either capture at A. To close the gap by electronic coupling alone, the formula would require $V$ at A to be about $1.3\times10^4$ times larger, the square root of that factor. That is about 660 eV, far outside the weak coupling for which the formula holds.

The displacement remains decisive when the level is held at midgap:

| $S$ | $\tau$ (s) |
|---:|---:|
| 0.5 | $2.5\times10^3$ |
| 1 | $1.2$ |
| 2 | $1.0\times10^{-3}$ |
| 5 | $7.0\times10^{-7}$ |
| 10 | $4.7\times10^{-8}$ |
| 20 | $1.8\times10^{-7}$ |
| 40 | $2.8\times10^{-4}$ |

Going from $S=0.5$ to $S=1$ increases the displacement by only $\sqrt2$. The small-$S$ law predicts a lifetime shorter by $2^{12}e^{-0.5(2N+1)}\simeq2100$, as the table shows.

More relaxation is not always better. At zero temperature $d\ln W_k/dS=k/S-1$, so capture is fastest at $S=k$. At 300 K, numerical maximization of $W_{12}$ gives $S\simeq11.7$. Beyond this, lifetimes rise again.

The classical energy curves show why. Measure the coordinate $y$ in units of $\Delta Q$. The curves cross where

$$\lambda y^2=\lambda(y-1)^2-\Delta E,
\qquad y_c=\frac{\lambda-\Delta E}{2\lambda},$$

at a height above the initial minimum of

$$E_b=\lambda y_c^2=\frac{(\Delta E-\lambda)^2}{4\lambda}.$$

The barrier vanishes at $\lambda=\Delta E$, that is $S=k$, and grows on either side. For A, $E_b=(0.575\ \mathrm{eV})^2/(0.1\ \mathrm{eV})=3.3$ eV. The Boltzmann factor for reaching it is $3\times10^{-56}$, vastly smaller than $W_{12}$. What capture remains is nuclear tunnelling, through overlap of the vibrational wavefunctions below the crossing. For B the barriers are $0.02$ eV for electrons and $0.30$ eV for holes.

## Two objections

The coupling may depend on the coordinate. Take it proportional to $a+a^\dagger$, measured from the initial equilibrium. From $b=a-g$,

$$b^\dagger b-a^\dagger a=-g(a+a^\dagger)+g^2 .$$

Take the matrix element between the initial state $m$ and the final state $l'=(m+k)'$. The left side gives $k$ times the overlap, so

$$\langle m|(a+a^\dagger)|l'\rangle=\frac{S-k}{\sqrt S}\,\langle m|l'\rangle .$$

The prefactor equals $2gy_c$: the coupling takes its value at the classical crossing. Its square replaces $W_k$ by $(k-S)^2W_k/S$. As $S\to0$ at fixed $k$ this behaves as $S^{k-1}$. Release of one quantum survives, but release of several still vanishes. The factor is $264.5$ for A and, for B, $1.8$ for electrons and $24$ for holes. With one common strength of the linear coupling, A remains slower by $1.5\times10^7$. The zero at $k=S$ belongs to a coupling that vanishes at the initial equilibrium; a constant part would move it to the $k$ for which the whole coupling vanishes at the crossing.

A real lattice has many modes. At zero temperature, independent modes with equal frequencies before and after capture emit independent Poisson numbers of quanta. Their total is Poisson with mean $S=\sum_iS_i$. Releasing an energy of at least $E$ takes at least $E/\hbar\omega_{\max}$ quanta, so the spectral weight above $E$ obeys

$$\mathcal W(\geq E)\leq
\sum_{l\geq E/\hbar\omega_{\max}}e^{-S}\frac{S^l}{l!}.$$

Divide $S=0.5$ equally among modes of 40, 45 and 50 meV. The weight above $0.6$ eV is $2.8\times10^{-15}$, below the bound of $3.2\times10^{-13}$. At 300 K, I combined the Poisson distributions of these modes on a 5 meV energy grid and compared the weights at the transition energies. Defect A is then slower than B by $7\times10^8$. A mode of higher frequency would need fewer quanta and could speed up capture, so $\hbar\omega$ matters as well as $S$.

## Where the midgap rule holds

The belief has a valid core. Fix $S$ and the band densities, take the same coordinate-independent electronic coupling for both captures, and let $n=p=d>n_i$. Within this model midgap is then the fastest position.

The proof needs the product of two Bessel series. For nonnegative integers $\mu,\nu$, the coefficient of $(z/2)^{\mu+\nu+2q}$ in $I_\mu I_\nu$ is

$$\begin{aligned}
&\sum_{j=0}^{q}\frac1{j!(\mu+j)!(q-j)!(\nu+q-j)!}\\
&\quad=\frac{1}{(\mu+q)!(\nu+q)!}\sum_{j=0}^{q}\binom{\mu+q}{q-j}\binom{\nu+q}{j}\\
&\quad=\frac{1}{(\mu+q)!(\nu+q)!}\binom{\mu+\nu+2q}{q}.
\end{aligned}$$

The last step counts the ways to choose $q$ objects from two groups. Compare $I_{k-1}I_{k+1}$ with $I_k^2$, for $k\geq1$. The binomial is the same, and each coefficient of the first is $(k+q)/(k+q+1)$ times that of the second. Hence $I_k^2>I_{k-1}I_{k+1}$, and $W_k^2>W_{k-1}W_{k+1}$, since the remaining factors agree.

Let $r_k=1/W_k$. Then

$$r_{k-1}+r_{k+1}\geq2\sqrt{r_{k-1}r_{k+1}}>2r_k ,$$

so $r_k$ is convex. The same inequality holds for $r_k$ times an exponential of $k$. Apart from a factor independent of the level, the lifetime is $G(k_n)+G(K-k_n)$, with

$$G(k)=r_k\left[d+N_be^{-(K-k)\hbar\omega/k_BT}\right].$$

This sum is convex and symmetric about $K/2$, so for even $K$ its minimum is there; for odd $K$ the two nearest levels tie. The rule compares positions of a level at the same relaxation. It does not rank different defects. Nor does it carry over to the purely linear coupling, for which capture at midgap vanishes at $S=K/2$.

## Two ways to move the optimum at fixed relaxation

Unequal couplings break the symmetry. Take $S=2$ at high injection and make $V^2$ for electrons 100 times smaller than for holes. One quantum less to release increases a weight by about $k/[S(N+1)]$, here $12/2.34\simeq5.1$. One quantum more, from 12 to 13, reduces it by $13/2.34\simeq5.6$. In units of $r_{12}$ the sum of inverse coefficients is $100+1=101$ at midgap. At $0.55$ eV below the conduction band it is $100/5.1+5.6\simeq25$. That level is the best, and midgap is slower by a factor of 4. The optimum moves toward the band whose carrier couples weakly as long as $W_k$ falls with $k$ near midgap, that is for $S$ below about $K/2$. For larger $S$, $W_k$ rises with $k$ there and the optimum moves the other way.

Doping breaks the symmetry even for equal couplings. Let $n=n_0+\delta$ and $p=p_0+\delta$ in p-type material. To first order in the excess density $\delta$, $np-n_i^2=\delta(n_0+p_0)$, so

$$\tau=\frac{(p_0+p_1)/C_n+(n_0+n_1)/C_p}{N_t(p_0+n_0)}
\simeq\frac1{N_tC_n}\left(1+\frac{n_1C_n}{p_0C_p}\right),$$

where $n_0\ll n_1$ and $p_1\ll p_0$ in the last form. Holes are plentiful, so electron capture sets the lifetime. For $S$ below about $K/2$ a level nearer the conduction band gains from faster electron capture, until emission competes with slow hole capture. For larger $S$ electron capture is faster when more quanta are released, and the best level lies below midgap.

For $S=2$ and $p_0=10^{16}\ \mathrm{cm^{-3}}$ the best level lies $0.45$ eV below the conduction band. Its weight for electrons exceeds that at midgap by about $10\cdot11\cdot12/2.34^3\simeq103$, while the bracket is about $1.6$. Midgap is therefore about 65 times slower. With constant, equal capture coefficients the two lifetimes would agree to about three parts in $10^5$.

This result needs very low injection. Keeping $\delta$ in the electron density adds $\delta/C_p$ to the numerator, which is negligible for

$$\delta\ll n_{\rm sat}=n_1+p_0C_p/C_n .$$

At the best level $n_{\rm sat}=7\times10^{11}\ \mathrm{cm^{-3}}$, and the lifetime doubles when $\delta$ reaches it. Equal excess densities also require a defect density far below $n_{\rm sat}$, which excludes the $10^{15}\ \mathrm{cm^{-3}}$ used earlier. From the expression for $f$, the trapped electron density changes by at most about $N_t\delta/n_{\rm sat}$. Only if this is small compared with $\delta$ do the excess electron and hole densities stay equal, as assumed. For larger $N_t$ the formula still gives the steady-state electron lifetime here, because the rate depends on $p\simeq p_0$. The hole lifetime is longer by about $1+N_t/n_{\rm sat}$, and the factor 65 does not apply to it.

The absolute lifetimes depend on the chosen coupling and on harmonic, thermalized modes. Coulomb attraction or repulsion, unequal frequencies, anharmonicity and capture through excited defect states can change them, and for a small-$S$ defect an additional path may dominate. Within the model, level position fixes how much energy each capture must release; displacement and phonon energy determine how readily the lattice can take it.

Numerical values quoted here were computed with a short program.
